# Stacking-site extrema of a threefold moire potential in its first reciprocal shell: a numerical check

```python
"""First-shell moire potential with threefold symmetry.

Result under test:
  U(r) = 2 V sum_j cos(G_j.r + psi), three G_j at 120 degrees,
  has site energies E_n = 6 V cos(phi_n), phi_n = psi + 2 pi n/3,
  at r_n = n (A1 + A2)/3, and three saddles at -2 V cos(3 psi).
  The saddle lies above site n by -8 V cos(phi_n)**3.
Symbols: V amplitude (eV), psi phase, A1 and A2 moire lattice
vectors (angstrom), G_j first-shell vectors (1/angstrom).
The mean of U is zero except in the Gaussian registry model.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.ndimage import label

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_ANGSTROM = physical_constants["Bohr radius"][0] * 1e10
rng = np.random.default_rng(7)
site_index = np.arange(3)

# ---------- geometry of the two layers ----------
a = 3.3
mismatch = 0.01
twist_deg = 2.0
twist = np.radians(twist_deg)
layer1 = a * np.array([[1.0, 0.0], [0.5, np.sqrt(3) / 2]])
rotation = np.array([[np.cos(twist), -np.sin(twist)],
                     [np.sin(twist), np.cos(twist)]])
M = (1 + mismatch) * rotation
layer2 = layer1 @ M.T
D = np.eye(2) - np.linalg.inv(M)
A = layer1 @ np.linalg.inv(D).T
recip1 = 2 * np.pi * np.linalg.inv(layer1).T
recip2 = 2 * np.pi * np.linalg.inv(layer2).T
G_pair = recip1 - recip2
assert np.allclose(G_pair @ A.T, 2 * np.pi * np.eye(2), atol=1e-10)
inverse_scale = 1 / (1 + mismatch)
kappa = np.sqrt(1 + inverse_scale**2
                - 2 * inverse_scale * np.cos(twist))
L = a / kappa
assert np.allclose(np.linalg.norm(A, axis=1), L)
G_orbit = np.vstack([G_pair, -G_pair.sum(axis=0)])
G = np.linalg.norm(G_orbit[0])
assert np.allclose(np.linalg.norm(G_orbit, axis=1), G)
assert np.isclose(G, 4 * np.pi / (np.sqrt(3) * L))
sites = site_index[:, None] * (A[0] + A[1]) / 3

# Actual layer-2 lattice points near each site have the claimed
# registry, up to its slow variation over one layer-2 cell.
for n in site_index:
    base = np.floor(sites[n] @ np.linalg.inv(layer2))
    corners = np.array([[i, j] for i in (0, 1) for j in (0, 1)])
    points = (base + corners) @ layer2
    distance = np.linalg.norm(points - sites[n], axis=1)
    nearest = points[np.argmin(distance)]
    offset = nearest @ np.linalg.inv(layer1) - n / 3
    offset -= np.round(offset)
    registry_error = np.linalg.norm(offset @ layer1)
    assert registry_error <= kappa * a * (1 + mismatch) / np.sqrt(3) + 1e-9

# ---------- potential from its six Fourier terms ----------
shell = np.vstack([G_orbit, -G_orbit])


def derivatives(r, amplitude, phase):
    """Value, gradient and Hessian of the six-term Fourier sum."""
    c = amplitude * np.exp(1j * phase)
    coefficients = np.array([c] * 3 + [np.conj(c)] * 3)
    terms = coefficients * np.exp(1j * (r @ shell.T))
    value = terms.sum(axis=-1).real
    gradient = ((1j * terms) @ shell).real
    hessian = -np.einsum("...k,ka,kb->...ab", terms, shell, shell).real
    return value, gradient, hessian


def potential(r, amplitude, phase):
    return derivatives(r, amplitude, phase)[0]


def site_energies(amplitude, phase):
    return 6 * amplitude * np.cos(phase + 2 * np.pi * site_index / 3)


def saddle_energy(amplitude, phase):
    return -2 * amplitude * np.cos(3 * phase)


def saddle_fractions(phase):
    s = 0.5 + phase / np.pi
    t = -2 * phase / np.pi
    return np.array([[s, s], [t, s], [s, t]])


# Translation and inversion act on the phase as claimed.
random_r = rng.uniform(-L, L, (50, 2))
assert np.allclose(potential(random_r, 0.01, 0.3 + 2 * np.pi / 3),
                   potential(random_r + sites[1], 0.01, 0.3), atol=1e-12)
assert np.allclose(potential(random_r, 0.01, -0.3),
                   potential(-random_r, 0.01, 0.3), atol=1e-12)

# ---------- exhaustive numerical search for stationary points ----------
site_fractions = np.column_stack([site_index, site_index]) / 3


def check_stationary_points(amplitude, phase):
    r = rng.uniform(0, 1, (800, 2)) @ A
    for _ in range(60):
        _, gradient, hessian = derivatives(r, amplitude, phase)
        r = r - np.linalg.solve(hessian, gradient[..., None])[..., 0]
    _, gradient, _ = derivatives(r, amplitude, phase)
    fractions = r @ np.linalg.inv(A)
    good = np.linalg.norm(gradient, axis=1) < 1e-10 * abs(amplitude) * G
    good &= np.max(np.abs(fractions), axis=1) < 100
    found = fractions[good]
    assert len(found) > 400
    expected = np.vstack([site_fractions, saddle_fractions(phase)])
    difference = found[:, None, :] - expected[None, :, :]
    difference -= np.round(difference)
    distance = np.linalg.norm(difference, axis=2)
    assert np.max(distance.min(axis=1)) < 1e-6
    owner = distance.argmin(axis=1)
    assert set(owner) == set(range(6))
    kinds = []
    for k in range(6):
        point = found[np.where(owner == k)[0][0]] @ A
        value, _, hessian = derivatives(point, amplitude, phase)
        if k < 3:
            target = site_energies(amplitude, phase)[k]
        else:
            target = saddle_energy(amplitude, phase)
            strength = amplitude * G**2 * np.cos(3 * phase)
            assert np.allclose(np.linalg.eigvalsh(hessian),
                               np.sort([3 * strength, -strength]),
                               rtol=1e-5, atol=1e-12)
        assert abs(value - target) < 1e-9
        kinds.append(int(np.sum(np.linalg.eigvalsh(hessian) < 0)))
    assert kinds[3:] == [1, 1, 1]
    minima, maxima = kinds[:3].count(0), kinds[:3].count(2)
    two_minima = amplitude * np.cos(3 * phase) > 0
    assert (minima, maxima) == ((2, 1) if two_minima else (1, 2))
    return minima, maxima, len(set(owner))


V = 0.010
psi_deg = 15.0
psi = np.radians(psi_deg)
census = check_stationary_points(V, psi)
for degrees in (0, 45, 60, 100, 200, 325):
    check_stationary_points(V, np.radians(degrees))
check_stationary_points(-V, np.radians(15))
check_stationary_points(-V, np.radians(50))

# ---------- site curvature from second differences ----------
E = site_energies(V, psi)
E_saddle = saddle_energy(V, psi)
curvature = -0.5 * G**2 * E
h = 1e-3 * L
ex, ey = np.array([h, 0.0]), np.array([0.0, h])
for n in site_index:
    r0 = sites[n]

    def u(displacement):
        return potential(r0 + displacement, V, psi)

    xx = (u(ex) + u(-ex) - 2 * u(0 * ex)) / h**2
    yy = (u(ey) + u(-ey) - 2 * u(0 * ey)) / h**2
    xy = (u(ex + ey) + u(-ex - ey) - u(ex - ey) - u(ey - ex)) / (4 * h**2)
    assert np.allclose([xx, yy], curvature[n], rtol=1e-4)
    assert abs(xy) < 1e-4 * abs(curvature[n])

# ---------- barriers by flooding a periodic landscape ----------
cell_points = 180
axis = np.arange(3 * cell_points) / cell_points
fx, fy = np.meshgrid(axis, axis, indexing="ij")
grid_r = np.stack([fx, fy], axis=-1) @ A


def connected(landscape, level, start, end):
    basins, _ = label(landscape < level)
    return basins[start] > 0 and basins[start] == basins[end]


def barrier_from_site(amplitude, phase):
    phases = phase + 2 * np.pi * site_index / 3
    return -8 * amplitude * np.cos(phases)**3


site1 = (cell_points + 60, cell_points + 60)
site2 = (cell_points + 120, cell_points + 120)
site1_next = (2 * cell_points + 60, cell_points + 60)
margin = 2e-4
barriers = barrier_from_site(V, psi)
landscape = potential(grid_r, V, psi)
for start, n in ((site1, 1), (site2, 2)):
    level = landscape[start] + barriers[n]
    end = site2 if n == 1 else site1
    assert not connected(landscape, level - margin, start, end)
    assert connected(landscape, level + margin, start, end)
psi_single = np.radians(45)
landscape = potential(grid_r, V, psi_single)
level = landscape[site1] + barrier_from_site(V, psi_single)[1]
assert not connected(landscape, level - margin, site1, site1_next)
assert connected(landscape, level + margin, site1, site1_next)

# ---------- monkey saddle at the degenerate phase ----------
psi_flat = np.pi / 6
phi_flat = psi_flat + 4 * np.pi / 3
rho = 0.05 / G
beta = np.linspace(0, 2 * np.pi, 72, endpoint=False)
circle = sites[2] + rho * np.column_stack([np.cos(beta), np.sin(beta)])
beta1 = np.arctan2(G_orbit[0, 1], G_orbit[0, 0])
cubic_size = V * np.sin(phi_flat) * (G * rho)**3 / 4
cubic = cubic_size * np.cos(3 * (beta - beta1))
flat_error = np.max(np.abs(potential(circle, V, psi_flat) - cubic))
assert flat_error < 1e-3 * abs(cubic_size)

# ---------- full registry model containing every shell ----------
weights = np.array([0.10, 0.00, 0.04])
width_ratio = 0.25
width = width_ratio * a
N = 48


def gaussian_registry(x, y, centres):
    total = np.zeros_like(x, dtype=float)
    for weight, centre in zip(weights, centres):
        for i in range(-4, 5):
            for j in range(-4, 5):
                dx, dy = x - centre[0] - i, y - centre[1] - j
                d2 = a**2 * (dx**2 + dy**2 + dx * dy)
                total += weight * np.exp(-d2 / (2 * width**2))
    return total


x, y = np.meshgrid(np.arange(N) / N, np.arange(N) / N, indexing="ij")
full = gaussian_registry(x, y, site_fractions)
coef = np.fft.fft2(full) / N**2
for m in range(-3, 4):
    for n in range(-3, 4):
        assert abs(coef[m, n] - coef[-n, m - n]) < 1e-12
        assert abs(coef[m, n] - np.conj(coef[-m, -n])) < 1e-12
broken_centres = site_fractions.copy()
broken_centres[0] = [0.2, 0.0]
broken = np.fft.fft2(gaussian_registry(x, y, broken_centres)) / N**2
assert abs(broken[1, 0] - broken[0, 1]) > 1e-3

mean_full = coef[0, 0].real
c1 = coef[1, 0]
full_sites = np.array([full[n * N // 3, n * N // 3] for n in site_index])
first_sites = mean_full + site_energies(abs(c1), np.angle(c1))
omega_inverse = np.exp(-2j * np.pi * site_index / 3)
inferred = np.sum(full_sites * omega_inverse) / 9
# Remaining shells above the third contribute about 1e-4 of c1.
assert abs(inferred - c1 - coef[-2, 0]) < 2e-4 * abs(c1)
assert abs(inferred - c1) > 1e-3 * abs(c1)
second_shift = 6 * coef[1, -1].real
assert abs(full_sites.mean() - mean_full - second_shift) < 1e-6
first_map = mean_full + 2 * np.real(
    c1 * (np.exp(2j * np.pi * x) + np.exp(2j * np.pi * y)
          + np.exp(-2j * np.pi * (x + y))))
map_error = np.max(np.abs(full - first_map))

# Inversion recovers the parameters of a pure first-shell potential.
sampled = potential(sites, V, psi)
recovered = np.sum(sampled * omega_inverse) / 9
assert abs(recovered - V * np.exp(1j * psi)) < 1e-12

# ---------- printed numbers ----------
print(f"layer-1 lattice constant: {a:.2f} angstrom")
print(f"layer-2 relative enlargement: {mismatch:.3f} (no unit)")
print(f"twist angle: {twist_deg:.1f} degrees")
print(f"registry gradient a/L: {kappa:.6f} (no unit)")
print(f"moire period L: {L:.3f} angstrom = {L / BOHR_ANGSTROM:.3f} bohr")
print(f"first-shell length G: {G:.6f} 1/angstrom")
print(f"amplitude V: {V:.4f} eV; phase psi: {psi_deg:.1f} degrees")
for n in site_index:
    print(f"site {n}: phase {psi_deg + 120 * n:.1f} degrees, "
          f"energy {E[n]:.6f} eV")
    print(f"site {n}: curvature {curvature[n]:.4e} eV/angstrom^2")
print(f"lowest site energy: {E.min():.6f} eV = "
      f"{E.min() / HARTREE_EV:.4e} hartree")
print(f"site energy range: {np.ptp(E):.6f} eV")
print(f"saddle energy: {E_saddle:.6f} eV")
print(f"saddle fraction along A1+A2: {0.5 + psi / np.pi:.6f} (no unit)")
print(f"barrier from site 1: {barriers[1]:.6f} eV")
print(f"barrier from site 2: {barriers[2]:.6f} eV")
print(f"search: {census[0]} minima, {census[1]} maximum, "
      f"{census[2]} stationary points in all")
print("phase sweep at the same V; energies in eV")
for degrees in (0, 15, 30, 45, 60):
    phase = np.radians(degrees)
    e0, e1, e2 = site_energies(V, phase) + 0.0
    es = saddle_energy(V, phase)
    print(f"psi {degrees:2d} degrees: E0 {e0:.5f}, E1 {e1:.5f}, "
          f"E2 {e2:.5f}, saddle {es:.5f}")
print(f"monkey-saddle test, G*rho: {G * rho:.3f} (no unit)")
print(f"monkey-saddle cubic size: {abs(cubic_size):.4e} eV")
print(f"monkey-saddle largest error: {flat_error:.2e} eV")
print("Gaussian registry weights, sites 0,1,2: "
      + ", ".join(f"{w:.2f}" for w in weights) + " eV")
print(f"Gaussian width / a: {width_ratio:.2f} (no unit)")
print(f"Gaussian model mean: {mean_full:.6f} eV")
print(f"Gaussian model first-shell amplitude: {abs(c1):.6f} eV")
print(f"Gaussian model phase: {np.degrees(np.angle(c1)):.3f} degrees")
for n in site_index:
    print(f"Gaussian site {n}: full {full_sites[n]:.6f} eV, "
          f"first shell {first_sites[n]:.6f} eV")
print(f"common shift from second shell: {second_shift:.6f} eV")
print(f"third-shell coefficient size: {abs(coef[-2, 0]):.3e} eV")
print(f"amplitude inferred from three sites: {abs(inferred):.6f} eV")
print(f"phase inferred: {np.degrees(np.angle(inferred)):.3f} degrees")
print(f"largest first-shell error on the grid: {map_error:.6f} eV")
print("all assertions hold")
```

Running it gives:

```
layer-1 lattice constant: 3.30 angstrom
layer-2 relative enlargement: 0.010 (no unit)
twist angle: 2.0 degrees
registry gradient a/L: 0.036115 (no unit)
moire period L: 91.374 angstrom = 172.672 bohr
first-shell length G: 0.079401 1/angstrom
amplitude V: 0.0100 eV; phase psi: 15.0 degrees
site 0: phase 15.0 degrees, energy 0.057956 eV
site 0: curvature -1.8269e-04 eV/angstrom^2
site 1: phase 135.0 degrees, energy -0.042426 eV
site 1: curvature 1.3374e-04 eV/angstrom^2
site 2: phase 255.0 degrees, energy -0.015529 eV
site 2: curvature 4.8952e-05 eV/angstrom^2
lowest site energy: -0.042426 eV = -1.5591e-03 hartree
site energy range: 0.100382 eV
saddle energy: -0.014142 eV
saddle fraction along A1+A2: 0.583333 (no unit)
barrier from site 1: 0.028284 eV
barrier from site 2: 0.001387 eV
search: 2 minima, 1 maximum, 6 stationary points in all
phase sweep at the same V; energies in eV
psi  0 degrees: E0 0.06000, E1 -0.03000, E2 -0.03000, saddle -0.02000
psi 15 degrees: E0 0.05796, E1 -0.04243, E2 -0.01553, saddle -0.01414
psi 30 degrees: E0 0.05196, E1 -0.05196, E2 -0.00000, saddle -0.00000
psi 45 degrees: E0 0.04243, E1 -0.05796, E2 0.01553, saddle 0.01414
psi 60 degrees: E0 0.03000, E1 -0.06000, E2 0.03000, saddle 0.02000
monkey-saddle test, G*rho: 0.050 (no unit)
monkey-saddle cubic size: 3.1250e-07 eV
monkey-saddle largest error: 4.86e-11 eV
Gaussian registry weights, sites 0,1,2: 0.10, 0.00, 0.04 eV
Gaussian width / a: 0.25 (no unit)
Gaussian model mean: 0.063483 eV
Gaussian model first-shell amplitude: 0.007630 eV
Gaussian model phase: 23.413 degrees
Gaussian site 0: full 0.108542 eV, first shell 0.105496 eV
Gaussian site 1: full 0.029193 eV, first shell 0.026722 eV
Gaussian site 2: full 0.060933 eV, first shell 0.058231 eV
common shift from second shell: 0.002739 eV
third-shell coefficient size: 5.488e-05 eV
amplitude inferred from three sites: 0.007686 eV
phase inferred: 23.413 degrees
largest first-shell error on the grid: 0.003046 eV
all assertions hold
```
